# Instantaneous growth rate of a transparent film from its reflectance

## The measurement

A beam of fixed photon energy falls on a surface while a transparent film is being deposited. Light reflected at the top of the film interferes with light returning from below, so the reflectance rises and falls as the film thickens. Counting fringes gives the mean growth rate over a fringe, which may last many minutes. The slope of the signal contains the rate at each moment, but also depends on the position within the fringe and on the fringe contrast. These must be separated before a slope can be read as a rate.

The film has thickness $d(t)$, growth rate $g=\dot d$ and a known real refractive index $n_1$. It is homogeneous, with flat, sharp faces. The ambient has index 1. Everything below the film is called the base: a substrate, absorbing or not, with or without buried layers. The base does not change during growth. All media are nonmagnetic, and the light is coherent across the film.

The index alone does not convert a slope into a rate. One also needs information about the base, either from its optical properties or from one or both fringe extrema on an absolute reflectance scale.

## Reflectance of the growing film

The algebra is in atomic units, with $k=\omega/c$ and $c=1/\alpha$, where $\alpha$ is the fine-structure constant. Fields vary as $e^{-i\omega t}$ and $z$ points into the film. At angle of incidence $\theta$ the normal wavenumber in the film is

$$q=k\sqrt{n_1^2-\sin^2\theta},$$

taken real, which requires $n_1>\sin\theta$.

Let $F$ be the tangential electric field for s polarization and the tangential magnetic field for p polarization. In layer $j$, with normal wavenumber $q_j$, define $a_j=q_j/k$ for s and $a_j=q_j/(kn_j^2)$ for p. Up to a common constant and sign, the other tangential field is $a_j$ times the difference between the downward and upward parts of $F$.

With unit incident amplitude, total reflection coefficient $r_t$, and film amplitudes $A$ (downward) and $B$ (upward) at the top face, continuity gives

$$1+r_t=A+B,\qquad a_0(1-r_t)=a_1(A-B).$$

Let $\rho e^{i\phi}$ be the reflection coefficient of the base seen from inside the film. The wave acquires $e^{iqd}$ on the way down and again on the way up, so

$$B=sA,\qquad s=\rho e^{i\delta},\qquad \delta=2qd+\phi.$$

Dividing the two continuity equations gives

$$\frac{1-r_t}{1+r_t}=\frac{a_1}{a_0}\,\frac{1-s}{1+s}.$$

The ambient/film interface has the real coefficient $r=(a_0-a_1)/(a_0+a_1)$, hence $a_1/a_0=(1-r)/(1+r)$. Solving for $r_t$,

$$r_t=\frac{(1+r)(1+s)-(1-r)(1-s)}{(1+r)(1+s)+(1-r)(1-s)}=\frac{r+\rho e^{i\delta}}{1+r\rho e^{i\delta}}.$$

The reflectance is $R=|r_t|^2=N/D$, with

$$N=r^2+\rho^2+2r\rho\cos\delta,\qquad D=1+r^2\rho^2+2r\rho\cos\delta.$$

The phase-dependent terms are equal, so their difference is constant during growth:

$$D-N=1+r^2\rho^2-r^2-\rho^2=(1-r^2)(1-\rho^2)\equiv T.$$

Therefore

$$1-R=\frac{T}{D}.\tag{1}$$

The left side is the fraction of incident power entering the base, since the film absorbs nothing. I take $0<|r|<1$ and $0<\rho<1$. If $r$ or $\rho$ vanishes there are no fringes; if $\rho=1$ all power returns and $R=1$ at every thickness.

## The time derivative

From equation (1), $dR/d\delta=(T/D^2)\,dD/d\delta$, and $dD/d\delta=-2r\rho\sin\delta$. At fixed $q$ and $\phi$, $\dot\delta=2qg$. The chain rule gives

$$\boxed{\dot R=-\,\frac{4qg\,r\rho\,(1-r^2)(1-\rho^2)\sin\delta}{\left(1+r^2\rho^2+2r\rho\cos\delta\right)^2}}\tag{2}$$

The factor 4 combines the 2 of the interference term with the 2 of the double passage. If the base is known and the thickness has been followed from the start, equation (2) gives $g$ with its sign wherever $\sin\delta\ne0$.

At the start, $\delta=\phi$. For a transparent substrate without buried layers, $\rho e^{i\phi}$ is real, so $\sin\phi=0$ and the initial slope vanishes whatever the rate. An absorbing substrate generally gives a complex coefficient and a nonzero initial slope.

The formula treats the film as stationary while light crosses it. This requires $g\ll c$; in the example below $g/c$ is about $7\times10^{-19}$.

## Eliminating the base

Define $Y=1/(1-R)$. Equation (1) gives $Y=D/T$, which is linear in $\cos\delta$. Thus $Y$ is a pure sinusoid in thickness, although $R$ is not. To avoid carrying the sign of $r$, let $\psi=\delta$ for $r>0$ and $\psi=\delta+\pi$ for $r<0$. Then

$$Y=\bar Y+Y_a\cos\psi,\qquad Y_a=\frac{2|r|\rho}{T}.\tag{3}$$

Let $R_+$ and $R_-$ be the maximum and minimum reflectance, and let $Y_\pm=1/(1-R_\pm)$. Since $Y$ increases with $R$, the extrema coincide, and

$$\bar Y=\frac{Y_++Y_-}{2},\qquad Y_a=\frac{Y_+-Y_-}{2}.$$

Differentiating equation (3) gives $\dot Y=-2qgY_a\sin\psi$. The sine follows from the measured $Y$:

$$Y_a^2\sin^2\psi=Y_a^2-(Y-\bar Y)^2=(Y_+-Y)(Y-Y_-).$$

Away from the extrema,

$$|g|=\frac{|\dot Y|}{2q\sqrt{(Y_+-Y)(Y-Y_-)}}.\tag{4}$$

To write this in terms of $R$, use $\dot Y=\dot R/(1-R)^2$ and

$$Y_+-Y=\frac{R_+-R}{(1-R_+)(1-R)},\qquad Y-Y_-=\frac{R-R_-}{(1-R)(1-R_-)}.$$

The square root in equation (4) contributes one factor $1/(1-R)$, which cancels one of the two in $\dot Y$:

$$\boxed{|g|=\frac{|\dot R|}{2q(1-R)}\sqrt{\frac{(1-R_+)(1-R_-)}{(R_+-R)(R-R_-)}}}\tag{5}$$

The base enters through the two measured extrema alone, so its layer structure need not be known. The film index enters through $q$.

The magnitude bars matter. The same $R$ occurs on the rising and falling sides of a fringe, and reversing both the side and the direction of growth leaves $\dot R$ unchanged. If the film is known to be growing, $g=|g|$. A vanishing slope at a reflectance strictly between $R_-$ and $R_+$ means that growth has stopped, because $\sin\psi$ is not zero there.

## The rate at an extremum

At an extremum equation (5) becomes $0/0$, but the curvature still contains the rate. Write equation (5) as $(dR/d\delta)^2=f(R)$, with

$$f(R)=\frac{(1-R)^2(R_+-R)(R-R_-)}{(1-R_+)(1-R_-)}.$$

Differentiating with respect to $\delta$ and dividing by $2\,dR/d\delta$ gives $d^2R/d\delta^2=\tfrac12 f'(R)$. The division is allowed away from the extrema, and continuity extends the result to them. There, only the derivative of the vanishing factor survives:

$$\left.\frac{d^2R}{d\delta^2}\right|_{+}=-C_+,\quad C_+=\frac{(1-R_+)(R_+-R_-)}{2(1-R_-)},$$

$$\left.\frac{d^2R}{d\delta^2}\right|_{-}=C_-,\quad C_-=\frac{(1-R_-)(R_+-R_-)}{2(1-R_+)}.$$

In time,

$$\ddot R=\frac{d^2R}{d\delta^2}(2qg)^2+\frac{dR}{d\delta}\,2q\dot g.$$

The last term vanishes at the extremum, so a changing growth rate does not disturb the result:

$$|g|=\frac{1}{2q}\sqrt{\frac{|\ddot R|}{C_\pm}}.\tag{6}$$

## Working before both extrema have been seen

Equation (5) needs both $R_+$ and $R_-$. If the base is known, they can be calculated before growth. At the extrema $r\rho\cos\delta=\pm|r|\rho$, so $N$ and $D$ are perfect squares:

$$\sqrt{R_+}=\frac{|r|+\rho}{1+|r|\rho},\qquad \sqrt{R_-}=\frac{|\rho-|r||}{1-|r|\rho}.\tag{7}$$

If the base is unknown, the film index still gives $r$, and one extremum can supply the other. A maximum determines

$$\rho=\frac{\sqrt{R_+}-|r|}{1-|r|\sqrt{R_+}}.$$

A minimum leaves two candidates, according to the sign of $\rho-|r|$:

$$\rho=\frac{|r|+\sqrt{R_-}}{1+|r|\sqrt{R_-}}\quad\text{or}\quad \rho=\frac{|r|-\sqrt{R_-}}{1-|r|\sqrt{R_-}}.$$

The second is negative, and therefore excluded, when $\sqrt{R_-}>|r|$. Otherwise separate knowledge of the base must decide. Once both extrema have been recorded, disagreement with equation (7) signals an error in the reflectance scale, the index or the film model.

## A worked record

The example uses round model parameters: photon energy 2 eV, normal incidence, film index 1.5 and substrate index $3.5+0.5i$. The prescribed rate, with $t$ in seconds, is

$$g(t)=2\left[1+0.2\sin(2\pi t/400)\right]\ \text{angstrom/s}.$$

Its integral from zero thickness is

$$d(t)=2\left\{t+\frac{0.2\times400}{2\pi}\left[1-\cos(2\pi t/400)\right]\right\}\ \text{angstrom}.$$

The reflectance was calculated each second from 0 to 1200 s by carrying the tangential fields through the layer. The noiseless record was differentiated by central differences, and its largest and smallest samples were taken as the extrema.

The input quantities are $q=1.520319\times10^{-3}$ per angstrom, $R_+=0.318082$ and $R_-=0.052469$. At 200 s, $R=0.213888$ and $\dot R=-7.7128\times10^{-4}$ per second. The square root in $dR/dd$, the inverse of that in equation (5), is

$$\sqrt{\frac{0.104194\times0.161419}{0.681918\times0.947531}}=0.16134.$$

Thus

$$\left|\frac{dR}{dd}\right|=2(1.520319\times10^{-3})(0.786112)(0.16134)=3.856\times10^{-4}$$

per angstrom. Dividing the slope by this sensitivity gives $g=2.000$ angstrom/s, or $9.142\times10^{-17}$ atomic units of velocity.

The table also gives the rate obtained by treating $R$ itself as a sinusoid. Rates are in angstrom/s.

| $t$ (s) | $R$ | True | Eq. (5) | Sine model |
|---:|---:|---:|---:|---:|
| 100 | 0.2855 | 2.400 | 2.400 | 2.133 |
| 200 | 0.2139 | 2.000 | 2.000 | 1.956 |
| 300 | 0.1429 | 1.600 | 1.600 | 1.706 |
| 700 | 0.1759 | 1.600 | 1.600 | 1.640 |
| 800 | 0.2431 | 2.000 | 2.000 | 1.883 |

At the minimum, reached at 483.28 s, the curvature from a second difference with a 1 s step is $9.7151\times10^{-6}$ per second squared. With $C_-=0.18454$, equation (6) gives

$$g=\frac{\sqrt{9.7151\times10^{-6}/0.18454}}{3.04064\times10^{-3}}=2.386\ \text{angstrom/s},$$

equal to the prescribed rate at this precision. The maximum at 984.23 s similarly gives 2.098 angstrom/s.

Successive extrema are separated by a phase $\pi$, hence by a thickness $\pi/(2q)=1033.2$ angstrom. Dividing by the elapsed 500.95 s gives a mean rate of 2.0625 angstrom/s. Within that interval the true rate ranges from 1.6 to 2.4 angstrom/s, a variation the fringe count cannot show.

The minimum comes first. Here $r=(1-1.5)/(1+1.5)=-0.2$ and $\sqrt{R_-}=0.2291>|r|$, so the choice of $\rho$ is unique:

$$\rho=\frac{0.2+0.2291}{1+0.2\times0.2291}=0.4103.$$

Equation (7) then predicts $R_+=0.318$, about 500 s before the maximum is reached.

## Why the sine model misses

If $R$ were sinusoidal between $R_-$ and $R_+$, the rate would be

$$g_{\sin}=\frac{|\dot R|}{2q\sqrt{(R_+-R)(R-R_-)}}.$$

Dividing by equation (5),

$$\frac{g_{\sin}}{|g|}=\frac{1-R}{\sqrt{(1-R_+)(1-R_-)}}.\tag{8}$$

In the example the denominator is 0.8038. The sine model is therefore too low for $R>0.196$ and too high below that value, as the table shows. It turns a steady rate into an apparent oscillation at the fringe period.

Because $1-R_\pm=T/(1\pm|r|\rho)^2$, the ratio in equation (8) runs from $(1-|r|\rho)/(1+|r|\rho)$ at a maximum to its inverse at a minimum. Here the limits are 0.848 and 1.179. The sine model becomes accurate when $|r|\rho\ll1$, with a largest relative error near $2|r|\rho$.

The distortion comes from repeated reflections inside the film. With $u=r\rho e^{i\delta}$,

$$\frac{1-r^2\rho^2}{|1+u|^2}=\operatorname{Re}\frac{1-u}{1+u}=1+2\sum_{m=1}^{\infty}(-r\rho)^m\cos m\delta.$$

The left side is proportional to $1/D$, and hence to $1-R$. The ratio of the second harmonic of $R$ to the first is therefore $|r|\rho$, which is 0.082 in this example.

## Noise and calibration

For fixed extrema, slope noise gives

$$\sigma_g=\frac{\sigma_{\dot R}}{|dR/dd|}.$$

This diverges at the extrema. Suppose each reading has independent noise $\sigma_R$ and the slope is taken from two readings at $t\pm h$. Then $\sigma_{\dot R}=\sigma_R/(\sqrt2\,h)$. For $\sigma_R=10^{-4}$ and $h=10$ s, the rate uncertainty at 200 s is

$$\frac{7.1\times10^{-6}}{3.856\times10^{-4}}=0.018\ \text{angstrom/s}.$$

With $h=1$ s it would be ten times larger. A wider interval costs time resolution. If the rate is constant and the difference is taken on $Y$, equation (3) gives

$$\frac{Y(t+h)-Y(t-h)}{2h}=\dot Y\,\frac{\sin x}{x},\qquad x=2qgh.$$

For $g=2$ angstrom/s and $h=10$ s, $x=0.061$ and the loss is $x^2/6$, or 0.06 percent.

Errors in the extrema follow from differentiating the logarithm of equation (5):

$$\frac{\Delta g}{g}=-\frac{(1-R)\,\Delta R_+}{2(1-R_+)(R_+-R)}+\frac{(1-R)\,\Delta R_-}{2(1-R_-)(R-R_-)}.$$

At 200 s the coefficients are $-5.5$ and $+2.6$. An error of 0.001 in $R_+$ alone therefore changes the rate by about 0.55 percent.

A common scale error replaces every $R$ by $(1+\epsilon)R$. The scale factors in $\dot R$ and in the two reflectance differences cancel, leaving the factors $1-R$ and $1-R_\pm$. To first order,

$$\frac{\Delta g}{g}=\epsilon\left[\frac{R}{1-R}-\frac12\left(\frac{R_+}{1-R_+}+\frac{R_-}{1-R_-}\right)\right]=\epsilon(Y-\bar Y),$$

where $R/(1-R)=Y-1$. At 200 s, $Y-\bar Y=0.011$, and a 5 percent scale error changes the extracted rate only from 2.000 to 2.001 angstrom/s. This point is favorable because it lies near the middle of the fringe in $Y$. Near an extremum, $|Y-\bar Y|$ approaches $Y_a=0.206$, and the same scale error biases the rate by about 1 percent.

A slow source drift is different, because it adds a false slope. If the scale changes at relative rate $\eta$, the added slope is $\eta R$. With extrema correct for the scale at that moment, the rate error has magnitude $|\eta|R/|dR/dd|$. At 200 s this is $555|\eta|$ angstrom, so a drift of $10^{-5}$ per second gives 0.006 angstrom/s. At 200 s, extrema read from the same drifting record add a larger error. The maximum comes 784 s later, when an upward drift has raised the scale by 0.8 percent. The value used for $R_+$ is then too high by 0.0025, which lowers the rate by about a further 0.03 angstrom/s. A reference detector should remove this drift before differentiation.

With measured extrema, $g$ is proportional to $1/q$, and an index error gives

$$\frac{\Delta g}{g}=-\frac{n_1\Delta n_1}{n_1^2-\sin^2\theta}.$$

At normal incidence, an error of 0.01 in an index of 1.5 changes the rate by 0.7 percent. If one extremum is calculated from the other, the index also enters through $r$, and this expression is incomplete.

## Where the film model fails

If the film absorbs, its internal wave weakens with thickness and $D-N$ is no longer constant. Successive maxima then differ from one another, as do successive minima, and equation (5) is approximate. To gauge the effect, the film index was changed to $1.5+0.02i$. The slope $|dR/dd|$ was calculated by central differences and compared with the value implied by equation (5), using the minimum and the following maximum. Over the middle half of the thickness interval between them, the largest departure was 1.7 percent of the implied slope. This value belongs to this film, base and fringe.

If the optical constants change during growth while the film stays uniform, as when its temperature drifts, the phase obeys

$$\dot\delta=2qg+2\dot q d+\dot\phi.$$

Even if changes in $r$ and $\rho$ can be neglected, the phase rate then gives an apparent growth rate

$$g_{\rm app}=g+\frac{\dot q}{q}d+\frac{\dot\phi}{2q}.$$

The second term grows with thickness, so a small index drift matters more late in a deposition. The same drift also changes $r$ and $\rho$, and neglecting this is safe only for a thick film. For the example film at a steady 2 angstrom/s with an index drift of $10^{-5}$ per second, equation (5) is off by 0.005 angstrom/s at 400 angstrom, where the expression above gives 0.003; at 5800 angstrom the values are 0.038 and 0.039. A composition that changes as material is added makes the film graded, which lies outside the model. So do roughness, interdiffusion at the base and incoherent light from the back of a transparent substrate. Maxima or minima that change from fringe to fringe warn that the model is failing, but do not identify the cause. Their constancy is not proof that the model holds: incoherent light from the back of a transparent substrate leaves them unchanged from fringe to fringe. If the base absorbs nothing and all this light is collected, a back face of reflectance $R_b$ only adds the constant $R_b/(1-R_b)$ to $Y$. Equations (4) and (5) then still give the rate, but equation (7) no longer relates the two extrema. If only part of the light is collected, equation (5) is no longer exact.

## Implementation sequence

1. Correct the signal for source drift and place it on an absolute reflectance scale. Calculate $q$ from the photon energy, angle and film index.
2. Obtain $R_+$ and $R_-$ from the record, from a known base, or from one extremum with equation (7). If that extremum is a minimum with $\sqrt{R_-}<|r|$, knowledge of the base is needed to choose between the two values of $\rho$.
3. Form $Y=1/(1-R)$, estimate $\dot Y$ over a window suited to the noise, and apply equation (4).
4. Near an extremum the slope uncertainty becomes too large. Fit the curvature over a window centered on the extremum and use equation (6), which gives the rate at that instant only: in the example, the curvature taken 10 s away gives errors up to 1.6 percent, and 30 s away 3 to 5 percent. The curvature is sensitive to noise. With $\sigma_R=10^{-4}$ a 1 s second difference has noise $\sqrt6\times10^{-4}$ per second squared, about 25 times the curvature at the minimum. A quadratic fit to the 1 s samples over $\pm30$ s leaves 0.5 percent noise in the rate at the minimum and 1.2 percent at the maximum, with biases of $-0.9$ and $-0.1$ percent.
5. Report the rate with its time window and uncertainty. If successive maxima or minima disagree beyond noise, revise the calibration or the film model before interpreting a change in rate.
